Sommerfeld enhancement of carrier capture at an attractive charged defect

**1. What has to be decided**

A first-principles calculation of nonradiative capture gives a coupling between a band state and a defect level in a cell of limited size. If the defect attracts the carrier, one must decide whether to multiply the result by an enhancement factor, how large that factor is, and how it changes the temperature dependence. At room temperature the factor can be near ten, and it grows on cooling. Applying it to a matrix element that already contains the attraction counts it twice.

The factor follows from the density of a continuum carrier at the defect. We treat one isotropic parabolic band of mass m, nondegenerate carriers, and direct capture from the continuum by a short-range coupling. The defect has charge number Z > 0, counted as attractive, in a medium of absolute static permittivity ε.

**2. Separating the density from the short-range rate**

Write the carrier state as a slowly varying envelope ψ_k(r) times a band-edge Bloch function. A coupling confined to a region much smaller than the scale of the envelope, and acting on its spherical part, has the matrix element ψ_k(0) M_f for final state f. The golden rule gives the capture rate of one carrier of energy E:

w_k = |ψ_k(0)|² G(E),  G(E) = (2π/ħ) Σ_f |M_f|² δ(E_f − E_i).  (1)

Here E_i and E_f are total energies, lattice included, and G contains the thermal average over initial lattice states. In a large volume V a plane wave has density 1/V. Define s(k) = V|ψ_k(0)|², where ψ_k has the same amplitude far from the defect as that plane wave. Then w_k = s(k)G(E)/V. One carrier in V is a density n = 1/V, and the capture coefficient C is defined by rate = Cn. Averaging over carriers gives

C(T) = ⟨s G⟩ = C₀(T) ⟨s⟩.  (2)

The second equality requires G to be nearly constant over the thermal range of E; its value is C₀. It may still depend on T through the lattice vibrations.

Equation (1) also settles the double counting. If the matrix element was computed with a cell state whose envelope density at the defect is |ψ_cell(0)|² in a cell of volume V_cell, the golden rule returns C_cell = V_cell|ψ_cell(0)|² C₀. Therefore

C₀ = C_cell / (V_cell |ψ_cell(0)|²).  (3)

For a uniform envelope the denominator is 1. For a cell state already drawn towards the defect it exceeds 1 and must be divided out before ⟨s⟩ is applied.

**3. The radial problem**

In a partial-wave expansion the component of angular momentum l vanishes as r^l at the origin, so the s wave alone contributes to ψ_k(0). Write it as u(r)/r. With E = ħ²k²/(2m), the radial equation is

−(ħ²/2m) u'' − [Ze²/(4πεr)] u = E u.

Multiplication by −2m/ħ² gives

u'' + [k² + 2/(ar)] u = 0,  a = 4πεħ²/(Z m e²).  (4)

The length a is the effective Bohr radius. Define also

E_R = ħ²/(2ma²),  η = 1/(ka) = √(E_R/E).  (5)

Choose the solution with u(0) = 0 and u'(0) = 1, and let A be its amplitude at large r. The free solution with the same start is sin(kr)/k, with amplitude 1/k. To give the Coulomb solution this far amplitude we multiply it by 1/(kA). Its value of u/r at the origin then changes from 1 to 1/(kA), while the free value remains 1. Hence

s = 1/(kA)².  (6)

**4. The regular solution**

Set u = e^(ikr)g. Then u'' = e^(ikr)(g'' + 2ikg' − k²g), the k² terms cancel, and (4) becomes g'' + 2ikg' + (2/(ar))g = 0. Now put g = rF, so that g' = F + rF' and g'' = 2F' + rF''. With 1/a = ηk,

rF'' + (2 + 2ikr)F' + (2ik + 2ηk)F = 0.

Let z = −2ikr, so that d/dr = −2ik d/dz. Dividing by −2ik gives Kummer's equation,

z F_zz + (2 − z) F_z − αF = 0,  α = 1 − iη.  (7)

A solution regular at the origin is

F = K ∫₀¹ e^(zt) t^(α−1) (1−t)^(1−α) dt.  (8)

To verify it, insert (8) into (7). The integrand acquires the factor zt² + (2 − z)t − α. Differentiation by the product rule shows that

d/dt [e^(zt) t^α (1−t)^(2−α)] = e^(zt) t^(α−1) (1−t)^(1−α) [zt − zt² + α − 2t],

which is minus the required integrand. The integral is therefore a boundary term. It vanishes because α and 2 − α both have real part 1.

The condition u'(0) = F(0) = 1 fixes K through the Beta integral:

1/K = Γ(1−iη)Γ(1+iη)/Γ(2) = iη Γ(iη)Γ(1−iη) = iηπ/sin(iπη) = πη/sinh(πη).  (9)

The steps use Γ(1+iη) = iηΓ(iη), the reflection formula and sin(iq) = i sinh q. Since the two Gamma functions are complex conjugates, |Γ(1−iη)|² = 1/K.

Substituting t = (1−x)/2 turns e^(−2ikrt) into e^(−ikr)e^(ikrx). The first factor cancels the e^(ikr) in u, leaving

u = rK · ½ ∫₋₁¹ e^(ikrx) [(1+x)/(1−x)]^(iη) dx.  (10)

The change x → −x conjugates the integrand, so u is real.

**5. Its amplitude far away**

The factor e^(ikrx) decays in the upper half of the complex x plane. The path in (10) can be deformed into two vertical lines starting at x = −1 and x = 1. At large r each line contributes from a distance of order 1/(kr) from its endpoint.

On the line at x = 1, set x = 1 + iv. Then 1 − x = −iv and, to leading order, 1 + x = 2. The original path arrives at x = 1, so this line is traversed from v = ∞ to v = 0. Its contribution to the integral with the factor ½ is

½ e^(ikr) 2^(iη) (−i)^(1−iη) ∫₀^∞ e^(−krv) v^(−iη) dv
= ½ e^(ikr) 2^(iη) (−i)^(1−iη) Γ(1−iη) (kr)^(−1+iη).

The phase −i = e^(−iπ/2) gives (−i)^(1−iη) = −i e^(−πη/2). With σ = arg Γ(1−iη) and φ = kr + η ln(2kr) + σ, the contribution is

−i e^(iφ) e^(−πη/2) |Γ(1−iη)| / (2kr).

The other endpoint supplies the complex conjugate. Since −ie^(iφ) plus its conjugate is 2 sin φ,

u → K |Γ(1−iη)| e^(−πη/2) sin φ / k.  (11)

The logarithm in φ reflects the long range of the Coulomb potential and does not affect the amplitude. Because |Γ(1−iη)| = K^(−1/2), we have kA = K^(1/2)e^(−πη/2). Equation (6) gives s = e^(πη)/K = πη e^(πη)/sinh(πη), or

s = 2πη / (1 − e^(−2πη)).  (12)

This is the Sommerfeld factor. At ka = 1 it equals 6.295, and direct integration of (4) gives the same value to the digits shown.

For fast carriers η is small and s ≈ 1 + πη, so the attraction is a weak correction. For slow carriers s ≈ 2πη, proportional to 1/k. The number of plane-wave states per unit energy is proportional to k. The product ks, which measures the continuum density at the defect per unit energy, therefore tends to a nonzero constant at the band edge. Without attraction it would vanish there. This finite threshold density is the origin of the low-temperature law.

**6. The thermal average**

For nondegenerate carriers the number in dE is proportional to √E e^(−E/k_BT) dE. With x now denoting E/(k_BT), the normalized average is

⟨f⟩ = (2/√π) ∫₀^∞ √x e^(−x) f(x) dx,  (13)

since ∫₀^∞ √x e^(−x) dx = Γ(3/2) = √π/2. Let

θ = E_R/(k_BT),  y = 2πη = 2π√(θ/x).  (14)

The identity 1/(1−e^(−y)) = 1 + 1/(e^y − 1) splits (12) into

s = y + y/(e^y − 1).  (15)

The second term has a meaning of its own. Reversing the sign of the charge replaces η by −η in (4), and the derivation goes through unchanged. Equation (12) then becomes −y/(1 − e^y) = y/(e^y − 1), the factor for a repulsive defect of the same strength. Call its thermal average R.

The average of the first term is elementary:

⟨y⟩ = 2π√θ · (2/√π) ∫₀^∞ √x e^(−x) x^(−1/2) dx = 2π√θ · 2/√π = 4√(πθ).

The square root from the density of states cancels the inverse square root from the wave function. Thus

⟨s⟩ = 4√(πθ) + R(θ),  0 < R < 1.  (16)

The bounds hold because e^y − 1 > y for y > 0. When k_BT is small compared with E_R, the first term dominates:

⟨s⟩ ≈ 4 √(πE_R/(k_BT)) ∝ T^(−1/2).  (17)

The error of (17), relative to ⟨s⟩, is R/(4√(πθ) + R), which is smaller than 1/(4√(πθ)).

As a check that does not use (12), numerically integrated waves were averaged directly. They give 11.217 at θ = 2.5 and 22.420 at θ = 10. Cooling by a factor of four raises the mean by 1.9988, against 2 from (17). The small deficit comes from R, which still adds 0.007 at θ = 2.5.

**7. How small the correction is**

At low temperature R is far below its bound. Typical y are then large and y/(e^y − 1) ≈ y e^(−y). With b = 2π√θ, so that y = b/√x,

R ≈ (2b/√π) ∫₀^∞ e^(−h(x)) dx,  h(x) = x + b/√x.  (18)

The Boltzmann factor favours slow carriers, while the repulsive factor favours fast ones. The compromise is where h' = 1 − (b/2)x^(−3/2) = 0:

x₀ = (b/2)^(2/3) = (π²θ)^(1/3).  (19)

There b = 2x₀^(3/2), so h(x₀) = x₀ + 2x₀ = 3x₀. The second derivative is h'' = (3/4)b x₀^(−5/2) = 3/(2x₀). The Gaussian integral about the minimum is e^(−3x₀)√(2π/h'') = e^(−3x₀)√(4πx₀/3). The prefactor is 2b/√π = 4x₀^(3/2)/√π. Their product is

R ≈ (8/√3) x₀² e^(−3x₀).  (20)

At θ = 10 this gives 9.40 × 10⁻⁵, while quadrature gives 9.68 × 10⁻⁵. At θ = 1000 the two differ by less than 1%. The correction to (17) is thus exponentially small in θ^(1/3), and the factor π² in (19) makes it small even when θ is not large.

The correction also controls the local exponent. Since y/(e^y − 1) decreases with y, and y falls at fixed x when T rises, R increases with T. From (16),

d ln⟨s⟩/d ln T = [−2√(πθ) + dR/d ln T] / [4√(πθ) + R] > −½.  (21)

The exponent therefore approaches −½ from above on cooling.

**8. The high-temperature limit**

For small θ most carriers have small y, and y/(1−e^(−y)) = 1 + y/2 + y²/12 − y⁴/720 + … . The first average is ⟨y⟩/2 = 2√(πθ). For the next,

⟨y²⟩ = 4π²θ (2/√π) ∫₀^∞ x^(−1/2) e^(−x) dx = 8π²θ,

because the integral is √π. Hence

⟨s⟩ = 1 + 2√(πθ) + (2π²/3)θ + O(θ^(3/2)).  (22)

The average of y⁴ would diverge at x = 0, so the expansion cannot be continued term by term. Carriers with x of order θ have y of order one, and their thermal weight is of order θ^(3/2). This sets the order of the remainder. At θ = 10⁻⁴ the three terms give 1.036107 and quadrature gives 1.036099. In this limit the enhancement disappears and the inverse-square-root law no longer applies.

**9. A model semiconductor**

Take m = 0.3 electron masses, relative permittivity 10, Z = 1 and a constant C₀ = 1.0 × 10⁻⁹ cm³/s. These are round parameters, not those of a named material. They give E_R = 40.8 meV and a = 17.6 Å.

At 300 K, θ = 1.579, and the law gives

4√(π × 1.579) = 4 × 2.227 = 8.91.

Adding R = 0.017 gives ⟨s⟩ = 8.93. The capture coefficient is

C = 8.93 × 1.0 × 10⁻⁹ cm³/s = 8.93 × 10⁻⁹ cm³/s = 8.93 × 10⁻¹⁵ m³/s.

Other temperatures give:

T (K) | θ | ⟨s⟩ | local exponent
10 | 47.37 | 48.79 | −0.500
100 | 4.737 | 15.43 | −0.500
300 | 1.579 | 8.93 | −0.495
1000 | 0.474 | 4.98 | −0.468

Between 300 K and 100 K the mean rises by 15.43/8.93 = 1.73, in agreement with √3 at this precision. The law works well at 300 K although k_BT is already 1/1.579 = 0.63 of E_R. The reason is the one found in Section 7: slow carriers are governed by 2πη rather than η, and R is small once π²θ is well above one. The law falls short of ⟨s⟩ by 1% at θ = 0.71, or 665 K here. The 10% point, θ = 0.13, corresponds to about 3600 K. That figure describes the function for these parameters, not a temperature at which the band model should be trusted.

A repulsive defect with the same C₀ would have ⟨s⟩ replaced by R. At 300 K its capture coefficient would be 1.7 × 10⁻¹¹ cm³/s, lower than the attractive one by a factor of about 520. These figures hold for an unscreened charge and a point coupling. The repulsive factor is sensitive to screening. With the screened potential of Section 11 and λ = 10a, the Debye length for about 5 × 10¹⁶ carriers/cm³ at 300 K, it rises from 0.017 to 0.023 while the attractive factor stays at 8.90, and the ratio falls to about 390. The sign of the defect charge before capture therefore matters far more here than the small departure from the limiting law.

**10. A coupling of finite size**

A real defect orbital samples the envelope at a finite radius r. If r is no larger than about a, and k² is much smaller than 2/(ar), the energy can be dropped from (4), leaving u'' + 2u/(ar) = 0. Insert u = Σ c_n r^(n+1) with c₀ = 1. Matching powers gives n(n+1)c_n = −(2/a)c_(n−1), so c_n = (−2/a)ⁿ/[n!(n+1)!]. This is the series of the Bessel function J₁, and

u/r = J₁(√(8r/a)) / √(2r/a).  (23)

The s-wave density at r is therefore s times P(r) = (u/r)², which begins as 1 − 2r/a. It does not depend on energy in this regime. At r = 0.1a, or 1.8 Å in the example, P = 0.816; the integrated wave at ka = 0.2 gives the same value to three digits. In the low-temperature limit, a finite s-wave coupling within this range of r thus changes the prefactor of (17) but not its exponent. At higher temperatures, where k² is no longer much smaller than 2/(ar) for typical carriers, P depends on energy and the exponent can change too. How low the temperature must be depends on r. In the example the local exponent at 300 K is −0.498 for r = 0.1a, −0.56 for r = 0.5a and −0.80 for r = a; at r = a it is still −0.61 at 100 K. A coupling to higher partial waves, or a strong core potential added to (4), needs its own calculation.

**11. Where the law ends**

Free carriers screen the charge. Replace 1/r in (4) by e^(−r/λ)/r. At k = 0 the solution beyond the range of the potential is a straight line, u = pr + q. For small k it joins a sine wave of slope p, whose amplitude is A = |p|/k. Equation (6) then gives a finite limit, s → 1/p². The exception is p = 0, which occurs when the potential is just at the strength where one more s level becomes bound. Then A → |q| and s grows as 1/k².

For λ = 10a the numerical density is 164 at both ka = 0.0005 and ka = 0.001, whereas the unscreened values are 12,566 and 6,283. If λ stays fixed, the mean therefore saturates on cooling; a screening length that itself changes with temperature would change this limit too. Setting 4√(πθ) = 164 estimates the crossover at θ ≈ 535, or about 0.9 K in the example. This marks where two limiting forms cross, not a sharp boundary, and it applies to this value of λ. The departure begins much earlier: for λ = 10a the screened mean is 46.1 against 48.8 from (17) at 10 K, 74 against 87 at θ = 150, and 110 against 164 at the crossing itself. Near a value of λ where a new s level appears, the screened mean can instead exceed (17); λ = 6.8a gives 111 against 89 at 3 K. A fixed λ is a model choice. Debye screening with λ = 10a at 0.9 K would need about 1.4 × 10¹⁴ carriers/cm³, far fewer than one per screening sphere, where linear screening is not justified.

Three further conditions limit the use of (17):

- C₀ may vary with temperature. From (2), the exponent of C is the exponent of C₀ plus that of ⟨s⟩. In the low-temperature limit, a slope of −½ therefore requires the exponent of C₀ to vanish, as it does when C₀ is constant.
- A carrier may first fall into a shallow excited level of the attractive centre and then relax. That cascade is a separate channel, absent from (1).
- At high carrier density the Boltzmann weight in (13) must be replaced by the Fermi–Dirac one. Screening is then strong as well, so s must be recalculated with the screened potential.

If data are given as a cross-section σ = C/v̄, the mean speed v̄ ∝ √T adds another factor T^(−1/2). For constant C₀ the low-temperature cross-section then varies as 1/T, and this must not be confused with the exponent of C.

The numerical output below lists the main computed values.

Computed values

```
Density at defect relative to plane wave: k*a, numerical, formula
   0.2    31.41624    31.41593
   0.5    12.56640    12.56641
   1.0     6.29494     6.29494
   3.0     2.38853     2.38853
u/a at k*a=0.5, r=5a: integral -0.0329461, radial -0.0329461
Thermal mean from numerical waves: theta, mean, low-T law
    2.5    11.21662    11.20998
   10.0    22.42013    22.41996
Ratio of means when T falls by a factor 4: 1.99883
Repulsive mean R: theta, quadrature, saddle point
      10  9.6778e-05  9.3975e-05
     100  4.9514e-11  4.8840e-11
    1000  2.4152e-25  2.3997e-25
High T, theta=1e-4: mean 1.036099, series 1.036107
Finite-radius factor P at r=0.1a: 0.81591
  from radial wave at k*a=0.02: 0.81591
  from radial wave at k*a=0.20: 0.81580
Screening length 10a: k*a, screened density, Coulomb density
  0.0005     164.150     12566.4
  0.0010     164.117      6283.2
Model: m=0.3 m_e, rel. permittivity=10.0, Z=1
Short-range coefficient C0 = 1.0e-09 cm^3/s
Effective Rydberg E_R = 40.817 meV
Effective Bohr radius a = 17.639 angstrom
T (K), theta, <s>, low-T law, R, dln<s>/dlnT, C (cm^3/s)
    10  47.3663  48.7943  48.7943 2.189e-08 -0.50000 4.879e-08
    30  15.7888  28.1714  28.1714 1.337e-05 -0.50000 2.817e-08
   100   4.7366  15.4314  15.4301 1.262e-03 -0.49972 1.543e-08
   300   1.5789   8.9258   8.9086 1.717e-02 -0.49544 8.926e-09
  1000   0.4737   4.9784   4.8794 9.895e-02 -0.46821 4.978e-09
Law short by 1%: theta=0.7125, T=664.8 K
Law short by 10%: theta=0.1320, T=3588.0 K
```
